# Variational Collapse of Dirac Core Levels and Its Cure by Kinetic Balance: a program that tests the result

```python
"""
Result under test: a Dirac matrix calculation loses kinetic energy when the
small-component basis does not span sigma.p acting on the large-component basis.
With restricted kinetic balance (RKB) the nonrelativistic limit is the Schroedinger
matrix problem, and the error caused by the finite small basis is
    E_full - E_RKB = |(1-P) V sigma.p psi|^2 / (8 m^3 c^4) + higher orders,
where E_full has the same large basis but a complete small-component space, P projects
on the span of sigma.p chi, and psi is the nonrelativistic state in the basis.

System: one electron, point nucleus of iodine (Z = 53).
Internal units: hbar = m = 1, length a0/Z, energy Z^2 hartree; then V = -1/r and the
speed of light is 1/(Z alpha). Energies are counted from the rest energy.
large: radial functions r*R of the upper component; sp: (d/dr + kappa/r) large;
small: radial functions of the lower component.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

Z = 53
alpha = const.fine_structure
c_phys = 1.0 / (Z * alpha)
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
eV = Z**2 * hartree_eV

step = 0.01
r = np.exp(np.arange(np.log(1e-9), np.log(60.0), step))
weight = r * step
V = -1.0 / r
exponents = 0.03 * 3.0 ** np.arange(7)
N = len(exponents)


def inner(a, b, operator=1.0):
    return (a * (weight * operator)) @ b.T


def normalized(functions):
    return functions / np.sqrt((functions**2) @ weight)[:, None]


def gaussians(power, zetas):
    return normalized(np.array([r**power * np.exp(-z * r**2) for z in zetas]))


def large_set(kappa, zetas):
    """Large functions, sigma.p images, and Schroedinger kinetic matrix."""
    l = kappa if kappa > 0 else -kappa - 1
    n = l + 1
    large = gaussians(n, zetas)
    z = np.asarray(zetas)[:, None]
    sp = ((n + kappa) / r - 2 * z * r) * large
    # -1/2 (second derivative - l(l+1)/r^2) applied to r^n exp(-z r^2)
    laplacian_part = (z * (2 * n + 1) - 2 * z**2 * r**2) * large
    return large, sp, inner(large, laplacian_part)


def dirac_levels(large, sp, small, c):
    """Electronic levels: the len(large) highest eigenvalues, ascending."""
    n_l, n_s = len(large), len(small)
    coupling = c * inner(sp, small)
    H = np.block([[inner(large, large, V), coupling],
                  [coupling.T, inner(small, small, V - 2 * c**2)]])
    S = np.block([[inner(large, large), np.zeros((n_l, n_s))],
                  [np.zeros((n_s, n_l)), inner(small, small)]])
    return eigh(H, S, eigvals_only=True)[n_s:]


def effective_kinetic(sp, small):
    coupling = inner(sp, small)
    return 0.5 * coupling @ np.linalg.solve(inner(small, small), coupling.T)


def lowest(matrix, large):
    values, vectors = eigh(matrix, inner(large, large))
    return values[0], vectors[:, 0]


def eliminated_level(large, kinetic_of_E):
    """Root of E = lowest eigenvalue of V + kinetic(E) in the large basis."""
    potential, overlap = inner(large, large, V), inner(large, large)

    def mismatch(E):
        return eigh(potential + kinetic_of_E(E), overlap, eigvals_only=True)[0] - E
    return brentq(mismatch, -2.0, 0.0, xtol=1e-15, rtol=1e-15)


def full_level(large, sp, c):
    return eliminated_level(
        large, lambda E: inner(sp, sp, c**2 / (2 * c**2 + E - V)))


def rkb_level(large, sp, c):
    norm, pot = inner(sp, sp), inner(sp, sp, V)
    return eliminated_level(
        large, lambda E: c**2 * norm @ np.linalg.solve((2 * c**2 + E) * norm - pot, norm))


def exact_level(n, kappa, c):
    gamma = np.sqrt(kappa**2 - 1 / c**2)
    return c**2 * (1 / np.sqrt(1 + 1 / (c * (n - abs(kappa) + gamma))**2) - 1)


# ---------- 1s: balanced basis ----------
s_large, s_sp, s_kin = large_set(-1, exponents)
s_small = normalized(s_sp)
s_pot = inner(s_large, s_large, V)
assert np.allclose(effective_kinetic(s_sp, s_small), s_kin, rtol=1e-8, atol=1e-9)
E_nr, A = lowest(s_kin + s_pot, s_large)
E_rkb = dirac_levels(s_large, s_sp, s_small, c_phys)[0]
E_full = full_level(s_large, s_sp, c_phys)
E_exact = exact_level(1, -1, c_phys)
assert abs(E_rkb - rkb_level(s_large, s_sp, c_phys)) < 1e-10
assert E_rkb < E_full and E_full > E_exact

# ---------- orders c^-2 and c^-4 ----------
phi = A @ s_sp
kin_1s = 0.5 * np.sum(weight * phi**2)
coef2 = 0.25 * np.sum(weight * (V - E_nr) * phi**2)
fit = np.linalg.solve(inner(s_sp, s_sp), inner(s_sp, (V * phi)[None, :]))[:, 0]
residual = V * phi - fit @ s_sp
coef4 = np.sum(weight * residual**2) / 8

factors = [1, 2, 4, 8, 16]
shift, gap = {}, {}
for f in factors:
    c = f * c_phys
    balanced = rkb_level(s_large, s_sp, c)
    shift[f] = balanced - E_nr
    gap[f] = full_level(s_large, s_sp, c) - balanced
slope = np.log(gap[16] / gap[8]) / np.log(2)
# one extrapolation step removes the next order in c^-2
limit2 = (4 * shift[16] * (16 * c_phys)**2 - shift[8] * (8 * c_phys)**2) / 3
limit4 = (4 * gap[16] * (16 * c_phys)**4 - gap[8] * (8 * c_phys)**4) / 3
assert abs(slope + 4) < 0.1
assert abs(limit2 / coef2 - 1) < 0.01
assert abs(limit4 / coef4 - 1) < 0.02

# ---------- 1s: tightest small functions removed ----------
collapse = [dirac_levels(s_large, s_sp, s_small[:N - k], c_phys) for k in range(N + 1)]
lowest_by_removed = np.array([levels[0] for levels in collapse])
assert np.all(np.diff(lowest_by_removed) < 1e-10)
for k in (1, 2, 3):
    kin_values = eigh(effective_kinetic(s_sp, s_small[:N - k]),
                      inner(s_large, s_large), eigvals_only=True)
    assert np.sum(np.abs(kin_values) < 1e-9) == k


def zero_mode(zetas):
    """Combination without matrix kinetic energy, one small function missing."""
    large, sp, kin = large_set(-1, zetas)
    value, v = lowest(effective_kinetic(sp, normalized(sp)[:-1]), large)
    return value, v @ inner(large, large, V) @ v, v @ kin @ v


mode_eff, mode_pot, mode_kin = zero_mode(exponents)
mode_pot_scaled = zero_mode(4 * exponents)[1]
assert abs(mode_pot_scaled / mode_pot - 2) < 1e-6
assert mode_pot > -2 * c_phys**2 and lowest_by_removed[1] <= mode_pot + 1e-10


def check_limit(large, sp, small, predicted, error):
    """The unbalanced level tends to the predicted wrong limit as c grows."""
    e32, e64 = [dirac_levels(large, sp, small, f * c_phys)[0] for f in (32, 64)]
    assert abs((4 * e64 - e32) / 3 - predicted) < 0.05 * error


E_nr_missing = lowest(effective_kinetic(s_sp, s_small[:-1]) + s_pot, s_large)[0]
check_limit(s_large, s_sp, s_small[:-1], E_nr_missing, E_nr - E_nr_missing)

# ---------- 2p levels: equal exponents in both components ----------
p1_large, p1_sp, p1_kin = large_set(1, exponents)
p3_large, p3_sp, p3_kin = large_set(-2, exponents)
s_type_small = gaussians(1, exponents)
p_pot = inner(p1_large, p1_large, V)
assert np.allclose(effective_kinetic(p1_sp, normalized(p1_sp)), p1_kin, rtol=1e-8, atol=1e-9)
assert np.allclose(effective_kinetic(p3_sp, gaussians(3, exponents)), p3_kin,
                   rtol=1e-8, atol=1e-9)
E2p_nr, Ap = lowest(p1_kin + p_pot, p1_large)
kin_unbalanced = effective_kinetic(p1_sp, s_type_small)
E2p_nr_unbalanced = lowest(kin_unbalanced + p_pot, p1_large)[0]
lost_kinetic = Ap @ (p1_kin - kin_unbalanced) @ Ap
false_splitting = E2p_nr - E2p_nr_unbalanced
assert lost_kinetic > 1e-8 and false_splitting >= lost_kinetic - 1e-12
check_limit(p1_large, p1_sp, s_type_small, E2p_nr_unbalanced, false_splitting)
p1_rkb = dirac_levels(p1_large, p1_sp, normalized(p1_sp), c_phys)[0]
p1_unb = dirac_levels(p1_large, p1_sp, s_type_small, c_phys)[0]
p3_rkb = dirac_levels(p3_large, p3_sp, normalized(p3_sp), c_phys)[0]
p1_exact, p3_exact = exact_level(2, 1, c_phys), exact_level(2, -2, c_phys)

# ---------- output ----------
print(f"Z = {Z}, Z*alpha = {Z*alpha:.5f}, number of Gaussians = {N}")
print(f"energy unit Z^2 hartree = {eV:.2f} eV")
print(f"length unit a0/Z = {bohr/Z:.5e} m")
print(f"exponents: {exponents[0]*(Z/bohr)**2:.4e} to "
      f"{exponents[-1]*(Z/bohr)**2:.4e} m^-2, ratio 3")
print(f"-2mc^2 = {-2*c_phys**2*eV:.1f} eV")
print(f"1s nonrelativistic, exact = {-0.5*eV:.2f} eV")
print(f"1s nonrelativistic, basis = {E_nr*eV:.2f} eV")
print(f"1s nonrelativistic kinetic energy, basis = {kin_1s*eV:.2f} eV")
print(f"1s Dirac, exact point nucleus = {E_exact*eV:.2f} eV")
print(f"1s Dirac, RKB = {E_rkb*eV:.2f} eV")
print(f"1s Dirac, complete small space = {E_full*eV:.2f} eV")
print(f"1s E_full - E_RKB = {(E_full-E_rkb)*eV:.3f} eV")
print(f"1s leading c^-4 estimate of it = {coef4/c_phys**4*eV:.3f} eV")
print(f"1s leading c^-2 shift = {coef2/c_phys**2*eV:.2f} eV")
print("c factor | E_RKB - E_nonrel (eV) | E_full - E_RKB (eV)")
for f in factors:
    print(f"  {f:2d} | {shift[f]*eV:.5e} | {gap[f]*eV:.5e}")
print(f"power of c in E_full - E_RKB, factors 8 to 16 = {slope:.4f}")
print(f"c^-2 coefficient, scan / formula = {limit2/coef2:.6f}")
print(f"c^-4 coefficient, scan / formula = {limit4/coef4:.6f}")
print("tight small functions removed | lowest electronic 1/2+ level (eV)")
for k in range(N + 1):
    print(f"  {k} | {lowest_by_removed[k]*eV:.1f}")
print(f"one removed: second electronic level = {collapse[1][1]*eV:.2f} eV")
print(f"one removed: lowest level for c to infinity = {E_nr_missing*eV:.1f} eV")
print(f"zero mode: potential energy = {mode_pot*eV:.1f} eV")
print(f"zero mode: true kinetic energy = {mode_kin*eV:.1f} eV")
print(f"zero mode: potential ratio, exponents times 4 = {mode_pot_scaled/mode_pot:.6f}")
print(f"2p nonrelativistic, exact = {-0.125*eV:.3f} eV")
print(f"2p nonrelativistic, basis = {E2p_nr*eV:.3f} eV")
print(f"2p1/2 unbalanced, c to infinity = {E2p_nr_unbalanced*eV:.3f} eV")
print(f"2p1/2 kinetic energy lost in fixed state = {lost_kinetic*eV:.3f} eV")
print(f"false 2p splitting, c to infinity = {false_splitting*eV:.3f} eV")
print(f"2p1/2 Dirac: exact {p1_exact*eV:.3f}, RKB {p1_rkb*eV:.3f}, "
      f"unbalanced {p1_unb*eV:.3f} eV")
print(f"2p3/2 Dirac: exact {p3_exact*eV:.3f}, RKB {p3_rkb*eV:.3f} eV")
print(f"2p splitting: exact {(p3_exact-p1_exact)*eV:.3f}, RKB {(p3_rkb-p1_rkb)*eV:.3f}, "
      f"unbalanced {(p3_rkb-p1_unb)*eV:.3f} eV")
print("all assertions hold")
```

Output:

```
Z = 53, Z*alpha = 0.38676, number of Gaussians = 7
energy unit Z^2 hartree = 76436.78 eV
length unit a0/Z = 9.98448e-13 m
exponents: 3.0093e+22 to 2.1938e+25 m^-2, ratio 3
-2mc^2 = -1021997.9 eV
1s nonrelativistic, exact = -38218.39 eV
1s nonrelativistic, basis = -38201.18 eV
1s nonrelativistic kinetic energy, basis = 38156.89 eV
1s Dirac, exact point nucleus = -39765.66 eV
1s Dirac, RKB = -39681.77 eV
1s Dirac, complete small space = -39676.38 eV
1s E_full - E_RKB = 5.389 eV
1s leading c^-4 estimate of it = 6.734 eV
1s leading c^-2 shift = -1385.78 eV
c factor | E_RKB - E_nonrel (eV) | E_full - E_RKB (eV)
   1 | -1.48059e+03 | 5.38856e+00
   2 | -3.52084e+02 | 3.77865e-01
   4 | -8.69594e+01 | 2.54216e-02
   8 | -2.16745e+01 | 1.62896e-03
  16 | -5.41455e+00 | 1.02513e-04
power of c in E_full - E_RKB, factors 8 to 16 = -3.9901
c^-2 coefficient, scan / formula = 1.000000
c^-4 coefficient, scan / formula = 0.999920
tight small functions removed | lowest electronic 1/2+ level (eV)
  0 | -39681.8
  1 | -318813.9
  2 | -613891.5
  3 | -642604.8
  4 | -651141.7
  5 | -651610.9
  6 | -651692.6
  7 | -651694.0
one removed: second electronic level = -38563.93 eV
one removed: lowest level for c to infinity = -327542.2 eV
zero mode: potential energy = -210611.6 eV
zero mode: true kinetic energy = 2507508.7 eV
zero mode: potential ratio, exponents times 4 = 2.000000
2p nonrelativistic, exact = -9554.598 eV
2p nonrelativistic, basis = -9529.823 eV
2p1/2 unbalanced, c to infinity = -9718.650 eV
2p1/2 kinetic energy lost in fixed state = 84.800 eV
false 2p splitting, c to infinity = 188.827 eV
2p1/2 Dirac: exact -10040.049, RKB -10025.273, unbalanced -10145.587 eV
2p3/2 Dirac: exact -9645.634, RKB -9623.581 eV
2p splitting: exact 394.415, RKB 401.692, unbalanced 522.006 eV
all assertions hold
```
